# Quantized surface modes of a Drude sphere and a radial dipole

A classical normal mode of a metal sphere has a frequency and a field pattern, but no amplitude of its own. The coupling \(g\) that enters a quantum Hamiltonian is set by the zero-point amplitude of the mode. That amplitude is not free: it follows from quantizing the electron motion or, equivalently, from the classical response of the sphere. A further pitfall is to replace the sphere by its dipole mode alone. For a molecule 1 nm from a sphere of radius 5 nm, in the model computed below, that mode carries about 4 % of the summed squared coupling. The total coupling is then 33 meV instead of 162 meV, and most of the spectral density is missing. Both points are settled by quantizing every multipole.

## Setting and result

A sphere of radius \(a\) in vacuum has the local Drude permittivity

\[
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2+i\gamma\omega},
\]

for fields varying as \(e^{-i\omega t}\). A point emitter sits at distance \(r=a+d\) from the centre. It has two levels, no permanent dipole, and a real transition moment \(\mu\) along the radius, so its dipole operator is \(\mu(\sigma+\sigma^\dagger)\). Retardation is neglected: all fields are gradients of a potential.

Let \(\hat E\) be the radial field of the sphere at the emitter. The spectral density is defined by its fluctuations in the ground state of the uncoupled sphere,

\[
J(\omega)=\frac{\mu^2}{2\pi\hbar^2}\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}\langle \hat E(t)\hat E(0)\rangle ,\qquad \omega>0 .
\]

It has the unit of a frequency. The result is

\[
\omega_l=\omega_p\sqrt{\frac{l}{2l+1}},\qquad
g_l^2=\frac{\mu^2\omega_l}{8\pi\varepsilon_0\hbar}\,\frac{(l+1)^2a^{2l+1}}{r^{2l+4}},
\]

\[
J(\omega)=\sum_{l\ge1}g_l^2\,\frac{2}{\pi}\,\frac{\gamma\,\omega_l\,\omega}{(\omega_l^2-\omega^2)^2+\gamma^2\omega^2}. \tag{1}
\]

Both derivations need the link between fluctuations and response. Let the environment, including whatever causes its friction, have excited states \(n\) at energies \(\hbar\omega_n\) and matrix elements \(E_{n0}\), with \(E_{00}=0\). Inserting these states into the definition gives

\[
J(\omega)=\frac{\mu^2}{\hbar^2}\sum_n|E_{n0}|^2\delta(\omega-\omega_n).
\]

Now apply a classical dipole \(p(t)=p_\omega e^{-i\omega t}+\text{c.c.}\) through the energy \(-p\hat E\). To first order the amplitude of state \(n\) is

\[
c_n=\frac{E_{n0}}{\hbar}\left[\frac{p_\omega e^{-i\omega t}}{\omega_n-\omega-i0}+\frac{p_\omega^*e^{i\omega t}}{\omega_n+\omega-i0}\right].
\]

The mean field is \(\sum_nE_{0n}c_n+\text{c.c.}\) Its \(e^{-i\omega t}\) part, divided by \(p_\omega\), is

\[
\chi(\omega)=\sum_n\frac{|E_{n0}|^2}{\hbar}\left[\frac1{\omega_n-\omega-i0}+\frac1{\omega_n+\omega+i0}\right].
\]

For \(\omega>0\) the first term alone has an imaginary part, \(\pi\delta(\omega-\omega_n)\) per state. Therefore

\[
J(\omega)=\frac{\mu^2}{\pi\hbar}\,\mathrm{Im}\,\chi(\omega). \tag{2}
\]

## First derivation: quantize the electron motion

Electrons of density \(n_e\) and mass \(m\) move by \(\boldsymbol\xi\) against a fixed positive background, so \(\mathbf P=-n_ee\boldsymbol\xi\). With \(\omega_p^2=n_ee^2/(\varepsilon_0m)\), the kinetic energy is

\[
T=\frac{n_em}{2}\int\dot{\boldsymbol\xi}^2\,d^3x=\frac{1}{2\varepsilon_0\omega_p^2}\int\dot{\mathbf P}^2\,d^3x .
\]

The potential energy is \(V=\frac{\varepsilon_0}{2}\int E^2d^3x\). Since \(\mathbf E\) is a gradient and \(\varepsilon_0\mathbf E+\mathbf P\) has no divergence, \(\int\mathbf E\cdot(\varepsilon_0\mathbf E+\mathbf P)\,d^3x=0\), and so \(V=-\frac12\int\mathbf P\cdot\mathbf E\,d^3x\).

Which polarizations act on the emitter? A divergence-free \(\mathbf P\) with no normal component at the surface carries no charge. A gradient \(\mathbf P=\nabla u\) with \(u=0\) on the surface has the potential \(u/\varepsilon_0\) inside and zero outside; this is a bulk oscillation at \(\omega_p\). What remains is the gradient of a harmonic function,

\[
\mathbf P=q\,\nabla(\rho^lY_{lm}),\qquad \rho<a,
\]

where \(\rho\) is the distance from the centre and \(Y_{lm}\) is real and normalized. The case \(l=0\) gives no polarization.

The potential is \(A\rho^lY_{lm}\) inside and, by continuity, \(Aa^{2l+1}\rho^{-l-1}Y_{lm}\) outside. The surface charge \(P_\rho=ql\,a^{l-1}Y_{lm}\) equals \(\varepsilon_0\) times the jump of the radial field:

\[
ql\,a^{l-1}=\varepsilon_0\left[(l+1)+l\right]Aa^{l-1}
\quad\Rightarrow\quad A=\frac{l\,q}{(2l+1)\varepsilon_0}.
\]

Inside, then, \(\mathbf E=-\frac{l}{2l+1}\mathbf P/\varepsilon_0\). Because \(\rho^lY_{lm}\) is harmonic, its gradient integral reduces to the surface:

\[
\int_{\rho<a}|\nabla(\rho^lY_{lm})|^2d^3x=a^2\cdot a^l\cdot l\,a^{l-1}=l\,a^{2l+1}.
\]

The same reduction makes the cross terms between different \((l,m)\) vanish. It also removes those with the two kinds of polarization set aside above, since one has \(u=0\) on the surface and the other has neither divergence nor normal component. As \(\mathbf E\) is proportional to \(\mathbf P\) inside for each harmonic mode, this holds for \(V\) as well as for \(T\). Each mode is an independent oscillator with

\[
T=\tfrac12M_l\dot q^2,\quad M_l=\frac{l\,a^{2l+1}}{\varepsilon_0\omega_p^2},\qquad
V=\frac{l}{2l+1}\,\frac{l\,a^{2l+1}}{2\varepsilon_0}\,q^2=\tfrac12M_l\omega_l^2q^2 ,
\]

which gives \(\omega_l^2=\omega_p^2\,l/(2l+1)\). The frequency does not depend on \(a\), since a quasistatic problem has no length to compare with the radius.

With momentum \(M_l\dot q\), canonical quantization gives \(q=\sqrt{\hbar/(2M_l\omega_l)}\,(b+b^\dagger)\). The zero-point value of \(A^2\) is

\[
A_0^2=\frac{l^2}{(2l+1)^2\varepsilon_0^2}\cdot\frac{\hbar\,\varepsilon_0\omega_p^2}{2l\,a^{2l+1}\omega_l}
=\frac{\hbar\omega_l}{2\varepsilon_0(2l+1)a^{2l+1}},
\]

where \(l\omega_p^2/(2l+1)=\omega_l^2\) was used. A quadrature of the resulting fields over all space confirms that the Coulomb energy in the ground state is \(\hbar\omega_l/4\), as an oscillator requires.

Put the emitter on the polar axis. There \(Y_{lm}=0\) for \(m\ne0\) and \(Y_{l0}^2=(2l+1)/4\pi\), so one of the \(2l+1\) degenerate modes couples. The outside radial field is \((l+1)Aa^{2l+1}r^{-l-2}Y_{l0}\), with zero-point square

\[
E_l^2=\frac{(l+1)^2a^{4l+2}}{r^{2l+4}}\cdot\frac{2l+1}{4\pi}\cdot\frac{\hbar\omega_l}{2\varepsilon_0(2l+1)a^{2l+1}}
=\frac{\hbar\omega_l(l+1)^2a^{2l+1}}{8\pi\varepsilon_0r^{2l+4}} .
\]

The interaction \(-\mu(\sigma+\sigma^\dagger)\hat E\) is the Coulomb energy between the emitter and the surface charge. No further term arises, because the emitter's own Coulomb energy belongs to its Hamiltonian. Setting \(\hbar g_l=\mu E_l\) gives the stated \(g_l^2\) and

\[
H=H_{\rm em}+\sum_l\hbar\omega_lb_l^\dagger b_l-\sum_l\hbar g_l(b_l+b_l^\dagger)(\sigma+\sigma^\dagger).
\]

The sign of each \(g_l\) can be changed by \(b_l\to-b_l\). Without loss, \(J=\sum_lg_l^2\delta(\omega-\omega_l)\).

Drude friction adds the force \(-m\gamma\dot{\boldsymbol\xi}\) per electron. This is the inertial term \(-m\ddot{\boldsymbol\xi}\) with one time derivative replaced by \(\gamma\). In each mode \(M_l\ddot q\) is therefore joined by \(M_l\gamma\dot q\), with the same \(\gamma\) for all modes. Write \(\hat E=\kappa_lq\) for one mode, so that \(E_l^2=\kappa_l^2\hbar/(2M_l\omega_l)\). A dipole \(p\) exerts the force \(\kappa_lp\), and

\[
\ddot q+\gamma\dot q+\omega_l^2q=\frac{\kappa_lp}{M_l}
\quad\Rightarrow\quad
\chi_l=\frac{\kappa_l^2/M_l}{\omega_l^2-\omega^2-i\gamma\omega}
=\frac{2\omega_lE_l^2/\hbar}{\omega_l^2-\omega^2-i\gamma\omega}.
\]

The imaginary part, inserted in (2) with \(\mu^2E_l^2=\hbar^2g_l^2\), gives (1). As a test of the quantum line shape, one oscillator was diagonalized together with a discrete frictional bath. Its integrated weight differed from the formula by at most 0.011, on a scale where the whole line has weight close to 1.

## Second derivation: reflect the field of the dipole

Now treat the sphere as a medium with permittivity \(\varepsilon(\omega)\) and introduce no modes. A radial dipole \(p\) has the potential of a unit charge differentiated with respect to the charge's position. For \(\rho<r\) this is

\[
\phi_0=\frac{p}{4\pi\varepsilon_0}\frac{\partial}{\partial r}\sum_l\frac{\rho^l}{r^{l+1}}P_l(\cos\theta)
=\sum_lS_l\rho^lP_l,\qquad S_l=-\frac{p}{4\pi\varepsilon_0}\frac{l+1}{r^{l+2}} .
\]

Let the potential be \(C_l\rho^l\) inside and \(S_l\rho^l+B_l\rho^{-l-1}\) outside, and define \(\beta_l\) by \(B_l=-\beta_lS_la^{2l+1}\). Continuity of the potential and of the normal displacement requires

\[
C_l=S_l(1-\beta_l),\qquad \varepsilon l\,C_l=S_l\left[l+(l+1)\beta_l\right].
\]

Eliminating \(C_l\) gives \(\varepsilon l-l=\beta_l(\varepsilon l+l+1)\), hence

\[
\beta_l=\frac{l(\varepsilon-1)}{l\varepsilon+l+1}
=\frac{-l\omega_p^2}{(2l+1)(\omega^2+i\gamma\omega)-l\omega_p^2}
=\frac{\omega_l^2}{\omega_l^2-\omega^2-i\gamma\omega}.
\]

The mode frequency appears as a resonance of the reflection. The monopole term vanishes because the sphere is neutral. The reflected field at the emitter is \(\sum_l(l+1)B_lr^{-l-2}\), so

\[
\chi(\omega)=\frac{1}{4\pi\varepsilon_0}\sum_{l\ge1}\frac{(l+1)^2a^{2l+1}}{r^{2l+4}}\,\beta_l(\omega).
\]

Equation (2) then gives

\[
J(\omega)=\frac{\mu^2}{4\pi^2\varepsilon_0\hbar}\sum_{l\ge1}\frac{(l+1)^2a^{2l+1}}{r^{2l+4}}\,
\frac{\omega_l^2\,\gamma\,\omega}{(\omega_l^2-\omega^2)^2+\gamma^2\omega^2}.
\]

This is (1) with the couplings written out. To recover them without the first derivation, let \(\gamma\) be small. Near resonance \(\omega_l^2-\omega^2\approx2\omega_l(\omega_l-\omega)\), and the line in (1) becomes

\[
\frac{2}{\pi}\frac{\gamma\,\omega_l^2}{4\omega_l^2(\omega-\omega_l)^2+\gamma^2\omega_l^2}
=\frac1\pi\,\frac{\gamma/2}{(\omega-\omega_l)^2+\gamma^2/4},
\]

a Lorentzian of unit area and full width \(\gamma\). It tends to \(\delta(\omega-\omega_l)\), whose weight is \(g_l^2\).

## What each derivation assumes

Both assume a sharp surface, a local response, a point dipole and negligible retardation. Both use (2) for the lossy sphere, with the environment in its ground state.

The first derivation also needs a mechanical model of the metal: free electrons whose kinetic and Coulomb energies are known. In return it gives operators and a Hamiltonian, which remain meaningful when the emitter and the modes exchange energy repeatedly. Its lossless couplings do not use (2), and friction is added afterwards.

The second needs a linear permittivity and no picture of the electrons. Up to the formula for \(\beta_l\) in terms of \(\varepsilon\), any passive local \(\varepsilon(\omega)\) may be inserted. It yields the field fluctuations, not a Hamiltonian. The reading of one oscillator per \(l\) requires that \(\beta_l\) have a single resonance, as it does for the Drude form.

## Static, near and far limits

If the emitter is replaced by a fixed dipole \(\mu\), completing the square in each mode lowers the energy by \(\hbar g_l^2/\omega_l\). With \(x=a^2/r^2\) and \(\sum_{l\ge0}(l+1)^2x^l=(1+x)/(1-x)^3\), the total is

\[
\Delta U=-\hbar\sum_l\frac{g_l^2}{\omega_l}
=-\frac{\mu^2}{8\pi\varepsilon_0}\left[\frac{a(r^2+a^2)}{(r^2-a^2)^3}-\frac{a}{r^4}\right].
\]

The last term removes \(l=0\). This is the energy of a dipole near a neutral conducting sphere, and a separate calculation with image charges agrees with it.

For \(d\ll a\), high \(l\) dominates and \(\omega_l\to\omega_p/\sqrt2\). The bracket tends to \(2a^3/(2ad)^3=1/(4d^3)\), so

\[
\sum_lg_l^2\to\frac{\mu^2\omega_p}{32\sqrt2\,\pi\varepsilon_0\hbar\,d^3}.
\]

The radius has dropped out: the emitter sees a flat surface. Apart from the slowly varying \(\omega_l\), the coupling is largest where \((l+1)^2x^l\) peaks, at \(l+1=1/\ln(r/a)\approx a/d\). For \(r\gg a\), by contrast, each higher order of \(g_l^2\) costs a factor \((a/r)^2\) times \((l+2)^2\omega_{l+1}/[(l+1)^2\omega_l]\), which is 2.5 for the step from \(l=1\) to \(l=2\). The dipole mode dominates, with \(g_1\propto r^{-3}\).

## A sphere of 5 nm radius

Take the round model values \(\hbar\omega_p=6\) eV, \(\hbar\gamma=0.1\) eV, \(a=5\) nm, \(d=1\) nm and \(\mu=0.2\,e\) nm. With \(e^2/4\pi\varepsilon_0=1.440\) eV nm, the dipole mode lies at \(6/\sqrt3=3.464\) eV, and

\[
(\hbar g_1)^2=\frac{1.440\times0.2^2\times3.464}{2}\cdot\frac{4\times5^3}{6^6}\ \text{eV}^2=1.07\times10^{-3}\ \text{eV}^2,
\]

so \(\hbar g_1=32.7\) meV. The strongest single mode is \(l=5\), with 51.1 meV at 4.045 eV; the estimate \(1/\ln1.2-1=4.5\) agrees. All modes together give 161.8 meV. The flat-surface formula gives 174.8 meV, 8 % above the value for the sphere. At gaps of 2, 5 and 10 nm the dipole mode's share of \(\sum g_l^2\) rises from 4 % to 15 %, 48 % and 75 %.

The spectral density has three maxima, at 3.465, 3.80 and 4.12 eV, with \(\hbar J=8.1\), 17.6 and 81.3 meV. At the first, the dipole mode contributes \(2(\hbar g_1)^2/(\pi\hbar\gamma)=6.8\) meV and the tails of the other modes supply the rest. The third maximum is a merged band. It lies above the strongest mode because the modes crowd together: for large \(l\), \(\omega_l\approx(\omega_p/\sqrt2)(1-1/4l)\), so their density grows as \(l^2\). Coupling times density varies roughly as \(l^4x^l\), which peaks at \(l=2/\ln1.2\approx11\); with the exact \(g_l^2\) and mode density the peak is at \(l\approx10.4\), or 4.14 eV. Damping pulls the maximum of \(J\) down from there to 4.12 eV, between the modes \(l=8\) and \(l=9\); for \(\hbar\gamma=0.02\) eV it returns to 4.14 eV.

The golden rule would give the emitter a decay rate \(2\pi J\). At the third maximum \(2\pi\hbar J\) is about 510 meV, yet \(\hbar J\) falls to 44.8 meV by 4.20 eV. The spectral density is far from constant over such a width, so the golden rule does not apply there and the emitter must be treated together with the modes.

Far below resonance, (1) is linear in \(\omega\), whereas a sum of Lorentzians tends to a constant. At 0.5 eV the Lorentzian sum is 2.5 times the value given by (1); at the dipole resonance the two differ by less than 0.1 %. The static shift \(\Delta U\) is \(-6.49\) meV.

## Where the model fails

Retardation lets the dipole mode radiate. Matching its outside potential to that of a point dipole \(D\) gives \(D^2=(4\pi\varepsilon_0a^3)^2\,\frac{3}{4\pi}A_0^2=2\pi\varepsilon_0\hbar\omega_1a^3\). The spontaneous emission rate \(\omega_1^3D^2/(3\pi\varepsilon_0\hbar c^3)\) then becomes

\[
\Gamma_{\rm rad}=\frac23\left(\frac{\omega_1a}{c}\right)^3\omega_1 .
\]

Here \(\omega_1a/c=0.088\) and \(\hbar\Gamma_{\rm rad}=1.6\) meV, small beside \(\hbar\gamma=100\) meV. The formula agrees with the complex resonance of the fully retarded response for a smaller, lossless sphere. Retardation also lowers the dipole frequency, to leading order by \(\frac25(\omega_1a/c)^2\omega_1\), which is about 11 meV here. The shift grows as \(a^2\) and the radiative width as \(a^3\), so larger spheres need a retarded treatment that includes both.

The opposite limit is set by short lengths. A mode of order \(l\) varies along the surface over about \(a/l\), which is 1 nm for \(l=5\) and 0.25 nm for \(l=20\). A local permittivity and a sharp surface fail well before this length is atomic. Free electrons with \(\hbar\omega_p=6\) eV have \(\hbar v_F=0.70\) eV nm, so \(\hbar v_F/a=0.14\) eV already exceeds \(\hbar\gamma\). A hydrodynamic model with a hard wall and pressure velocity \(\sqrt{3/5}\,v_F\) raises the modes \(l=1\), 5 and 10 of this sphere by about 0.08, 0.31 and 0.6 eV. The modes then no longer crowd below \(\omega_p/\sqrt2\), and the largest \(\hbar J\) falls from 81 meV to about 23 meV. That model omits electron spill-out, so it shows the size of the correction and not its value for a given metal. A molecule whose extent is comparable to the gap is also no longer a point dipole. The divergence of the total coupling as \(d\to0\) belongs to these idealizations. At a gap of 1 nm the numbers, and in particular the merged band at 4.12 eV with its 510 meV rate, describe the local model and not a real metal sphere. The full set of values is in the numerical output below.

## Computed results

```
plasma energy = 6.00 eV, damping = 0.10 eV
radius = 5.0 nm, gap = 1.0 nm, dipole = 0.20 e nm
e^2/(4 pi eps0) = 1.43996 eV nm
surface limit w_p/sqrt(2) = 4.2426 eV
l=1: energy = 3.4641 eV, hbar g = 32.70 meV, share of sum g^2 = 4.09 %
l=2: energy = 3.7947 eV, hbar g = 42.78 meV, share of sum g^2 = 6.99 %
l=3: energy = 3.9279 eV, hbar g = 48.36 meV, share of sum g^2 = 8.94 %
l=4: energy = 4.0000 eV, hbar g = 50.83 meV, share of sum g^2 = 9.87 %
l=5: energy = 4.0452 eV, hbar g = 51.12 meV, share of sum g^2 = 9.99 %
l=6: energy = 4.0762 eV, hbar g = 49.89 meV, share of sum g^2 = 9.51 %
l=10: energy = 4.1404 eV, hbar g = 38.10 meV, share of sum g^2 = 5.55 %
l=20: energy = 4.1906 eV, hbar g = 11.82 meV, share of sum g^2 = 0.53 %
most strongly coupled order l = 5
total coupling sqrt(sum g^2) = 161.77 meV
g^2-weighted mean energy = 4.0400 eV
flat-surface total coupling = 174.77 meV
maximum of J at 3.4647 eV: hbar J = 8.064 meV
maximum of J at 3.8005 eV: hbar J = 17.594 meV
maximum of J at 4.1225 eV: hbar J = 81.326 meV
at 0.5000 eV: hbar J = 0.01318 meV, Lorentzian sum = 0.03346 meV
at 1.0000 eV: hbar J = 0.02905 meV, Lorentzian sum = 0.04549 meV
at 2.0000 eV: hbar J = 0.09099 meV, Lorentzian sum = 0.10239 meV
at 3.4641 eV: hbar J = 8.06296 meV, Lorentzian sum = 8.06836 meV
at 4.2000 eV: hbar J = 44.78584 meV, Lorentzian sum = 45.00031 meV
static shift from couplings = -6.4883 meV
static shift from image charges = -6.4883 meV
size parameter w_1 a/c = 0.0878 (no unit)
radiative width of l=1 = 1.562 meV
gap 1 nm: hbar g_1 = 32.698 meV, total = 161.769 meV, l=1 share = 4.1 %
gap 2 nm: hbar g_1 = 20.591 meV, total = 52.518 meV, l=1 share = 15.4 %
gap 5 nm: hbar g_1 = 7.063 meV, total = 10.172 meV, l=1 share = 48.2 %
gap 10 nm: hbar g_1 = 2.093 meV, total = 2.424 meV, l=1 share = 74.5 %
Coulomb energy / mode quantum, l=1 = 0.250000 (no unit)
largest relative error, boundary matching = 1.5e-11
largest error of integrated bath weight = 0.0109 (no unit)
radius/gap = 1000: total/flat limit = 0.99963, strongest l = 1000
retarded pole width / radiative formula = 0.99850 (no unit)
```
